# Why Rayleigh Point-Defect Scattering Alone Gives No Finite Lattice Conductivity: a program that tests the result

```python
"""
Thermal conductivity of a 3D Debye solid with point-defect scattering.

Result under test: with the rate A w^4 alone the conductivity diverges as
1/w_min.  With an added boundary rate v/L it is finite and, for large L,
    kappa = alpha L^(1/4) - kappa_D,
    alpha = kB / (4 sqrt(2) pi v^(5/4) A^(3/4)).
An additional anharmonic rate B w^2 ends the L^(1/4) growth near
L* = 4 A v / B^2 and gives a finite bulk conductivity.

Symbols: w angular frequency, v sound speed (three equal branches),
w_D Debye frequency, L effective sample length, T temperature,
c heat capacity of one mode divided by kB, tau relaxation time.
SI units throughout.
"""
import numpy as np
from scipy.constants import hbar, k as kB
from scipy.integrate import quad, simpson

v = 5000.0
w_D = 5.0e13
A = 1.0e-42
B = 1.0e-17
T = 300.0
K = kB / (2 * np.pi**2 * v)


def mode_heat(w, temp):
    half_x = np.minimum(hbar * w / (2 * kB * temp), 300.0)
    return (half_x / np.sinh(half_x))**2


def integrate_log(func, w_low, w_high, n=40001):
    """Integral of func(w) dw on a logarithmic grid."""
    s = np.linspace(np.log(w_low), np.log(w_high), n)
    w = np.exp(s)
    return simpson(func(w) * w, x=s)


def kappa_tau(tau, temp=T, w_low=1e-8 * w_D, w_high=w_D):
    return K * integrate_log(
        lambda w: mode_heat(w, temp) * w**2 * tau(w), w_low, w_high)


def kappa(L, a=A, b_anh=0.0, temp=T, w_high=w_D):
    return kappa_tau(lambda w: 1 / (a * w**4 + b_anh * w**2 + v / L),
                     temp, w_high=w_high)


def exponent(L, b_anh=0.0):
    r = 1.05
    return np.log(kappa(L * r, b_anh=b_anh) / kappa(L / r, b_anh=b_anh)) \
        / (2 * np.log(r))


def crossover_frequency(L):
    return (v / (A * L))**0.25


print(f"sound speed v = {v:.0f} m/s")
print(f"Debye frequency w_D = {w_D:.2e} rad/s")
print(f"defect strength A = {A:.1e} s^3")
print(f"anharmonic strength B = {B:.1e} s")
print(f"temperature T = {T:.0f} K")
print(f"prefactor K = {K:.4e} J s/(K m)")

# Direct sum over wavevectors against the frequency integral.
n_k = 100
dk = w_D / v / n_k
q = (np.arange(n_k) + 0.5) * dk
kx, ky, kz = np.meshgrid(q, q, q, indexing="ij")
k_abs = np.sqrt(kx**2 + ky**2 + kz**2)
inside = k_abs <= w_D / v
w_k = v * k_abs[inside]
vz2 = (v * kz[inside] / k_abs[inside])**2
tau_k = 1 / (A * w_k**4 + v / 1e-6)
kappa_sum = 3 * 8 * (dk / (2 * np.pi))**3 * np.sum(
    kB * mode_heat(w_k, T) * vz2 * tau_k)
assert abs(kappa_sum / kappa(1e-6) - 1) < 5e-3
print(f"L = 1 um: wavevector sum {kappa_sum:.3f}, "
      f"integral {kappa(1e-6):.3f} W/(m K)")

# Defects alone: divergence at low frequency, warm and cold.
for temp in (300.0, 30.0):
    for w_min in (1e10, 1e9, 1e8):
        value = kappa_tau(lambda w: 1 / (A * w**4), temp, w_low=w_min)
        assert abs(value * A * w_min / K - 1) < 0.01
        print(f"defects only, T = {temp:.0f} K, w_min = {w_min:.0e} rad/s: "
              f"{value:.4e} W/(m K)")

# Cutting the mode list at the longest wavelength gives growth as L.
wrong = []
for L in (1e-4, 1e-3):
    w_min = np.pi * v / L
    wrong.append(kappa_tau(lambda w: 1 / (A * w**4), w_low=w_min))
    print(f"wavelength cutoff, L = {L*1e3:.1f} mm: {wrong[-1]:.3e} W/(m K)")
assert abs(wrong[1] / wrong[0] - 10) < 0.01
print(f"defect free path at that cutoff, L = 1 mm: "
      f"{v / (A * w_min**4):.2e} m")

# Closed form of the full-range integral against quadrature.
for a_, b_, c_ in ((1, 0, 1), (2, 0.7, 0.3), (0.4, 3, 0.05)):
    def integrand(y):
        return y**2 / (a_ * y**4 + b_ * y**2 + c_)
    numeric = quad(integrand, 0, 1)[0] + quad(integrand, 1, np.inf)[0]
    closed = np.pi / (2 * np.sqrt(a_ * (b_ + 2 * np.sqrt(a_ * c_))))
    assert abs(numeric / closed - 1) < 1e-7

# Leading coefficient: a 16-fold length doubles L^(1/4), constants cancel.
alpha = kB / (4 * np.sqrt(2) * np.pi * v**1.25 * A**0.75)
for temp in (300.0, 30.0):
    measured = kappa(16.0, temp=temp) - kappa(1.0, temp=temp)
    assert abs(measured / alpha - 1) < 2e-3
    print(f"alpha from integrals, T = {temp:.0f} K: "
          f"{measured:.2f} W/(m^(5/4) K)")
print(f"alpha from formula: {alpha:.2f} W/(m^(5/4) K)")

# Constant left by the Debye limit and by quantum heat capacity.
kappa_D = K / A * (1 / w_D + integrate_log(
    lambda w: (1 - mode_heat(w, T)) / w**2, 1e-6 * w_D, w_D))
print(f"subtracted constant kappa_D = {kappa_D:.3f} W/(m K)")

# Sharp switch between defect and boundary free paths.
def kappa_switch(L):
    return kappa_tau(lambda w: np.minimum(1 / (A * w**4), L / v))


switch_ratio = (kappa_switch(16.0) - kappa_switch(1.0)) / alpha
assert abs(switch_ratio / ((4 / 3) / (np.pi / 2**1.5)) - 1) < 2e-3
print(f"sharp switch / added rates, coefficient ratio: {switch_ratio:.4f}")

print("columns: L (m); w_c (rad/s); kappa, formula (W/(m K)), exponent "
      "for B = 0;")
print("         then kappa (W/(m K)) and exponent with B")
slopes = []
for L in (1e-7, 1e-6, 1e-5, 1e-4, 1e-3, 1e-2):
    k0, k1 = kappa(L), kappa(L, b_anh=B)
    formula = alpha * L**0.25 - kappa_D
    slopes.append(exponent(L))
    if L > 5e-7:
        assert abs(formula / k0 - 1) < 0.01
    print(f"{L:.0e}; {crossover_frequency(L):.3e}; {k0:.2f}, {formula:.2f}, "
          f"{slopes[-1]:.3f}; {k1:.2f}, {exponent(L, B):.3f}")
assert all(s1 > s2 > 0.25 for s1, s2 in zip(slopes, slopes[1:]))
assert abs(exponent(1.0) - 0.25) < 0.003

# Anharmonic scattering: crossover length and finite bulk value.
L_star = 4 * A * v / B**2


def full_range(L):
    """Classical integral with the Debye limit moved far up."""
    return integrate_log(lambda w: w**2 / (A * w**4 + B * w**2 + v / L),
                         1e-8 * w_D, 1e6 * w_D)


slope_star = np.log(full_range(1.01 * L_star) / full_range(L_star / 1.01)) \
    / (2 * np.log(1.01))
assert abs(slope_star - 0.125) < 1e-3
bulk = kappa(np.inf, b_anh=B)
bulk_closed = K * np.pi / (2 * np.sqrt(A * B))
assert bulk < bulk_closed < 1.1 * bulk
assert exponent(10.0, B) < 0.005
print(f"crossover length L* = {L_star*1e6:.1f} um")
print(f"exponent at L*: full range {slope_star:.4f}, "
      f"Debye model {exponent(L_star, B):.4f}")
print(f"bulk with B: Debye model {bulk:.2f}, "
      f"full-range formula {bulk_closed:.2f} W/(m K)")

# Doubling the defect strength.
ratio_boundary = kappa(1.0, a=2 * A) / kappa(1.0)
ratio_anh = kappa(np.inf, a=2 * A, b_anh=B) / bulk
assert abs(ratio_boundary - 2**-0.75) < 0.01
assert abs(ratio_anh - 2**-0.5) < 0.03
print(f"A doubled, boundary regime (L = 1 m): factor {ratio_boundary:.4f}, "
      f"law {2**-0.75:.4f}")
print(f"A doubled, bulk with B: factor {ratio_anh:.4f}, law {2**-0.5:.4f}")

# Slow modes carry most of the heat although they are few.
L = 1e-3
slow_share = kappa(L, w_high=0.1 * w_D) / kappa(L)
mode_share = integrate_log(lambda w: w**2, 1e-8 * w_D, 0.1 * w_D) \
    / integrate_log(lambda w: w**2, 1e-8 * w_D, w_D)
assert slow_share > 0.5 and mode_share < 0.01
print(f"L = 1 mm, B = 0, modes below w_D/10: {100*mode_share:.2f} % of modes, "
      f"{100*slow_share:.1f} % of heat")

# Cold limit: every thermal mode is limited by the boundary.
T_cold = 0.1
cold = kappa(L, temp=T_cold)
cold_formula = 2 * np.pi**2 * kB**4 * T_cold**3 * L / (15 * hbar**3 * v**2)
assert abs(cold / cold_formula - 1) < 1e-3
assert abs(kappa(2 * L, temp=T_cold) / cold - 2) < 1e-3
print(f"temperature hbar w_c/kB at L = 1 mm: "
      f"{hbar * crossover_frequency(L) / kB:.2f} K")
print(f"L = 1 mm, T = {T_cold} K: integral {cold:.4e}, "
      f"cold formula {cold_formula:.4e} W/(m K)")

print("all good")
```

It prints:

```
sound speed v = 5000 m/s
Debye frequency w_D = 5.00e+13 rad/s
defect strength A = 1.0e-42 s^3
anharmonic strength B = 1.0e-17 s
temperature T = 300 K
prefactor K = 1.3989e-28 J s/(K m)
L = 1 um: wavevector sum 15.383, integral 15.383 W/(m K)
defects only, T = 300 K, w_min = 1e+10 rad/s: 1.3986e+04 W/(m K)
defects only, T = 300 K, w_min = 1e+09 rad/s: 1.3989e+05 W/(m K)
defects only, T = 300 K, w_min = 1e+08 rad/s: 1.3989e+06 W/(m K)
defects only, T = 30 K, w_min = 1e+10 rad/s: 1.3971e+04 W/(m K)
defects only, T = 30 K, w_min = 1e+09 rad/s: 1.3987e+05 W/(m K)
defects only, T = 30 K, w_min = 1e+08 rad/s: 1.3989e+06 W/(m K)
wavelength cutoff, L = 0.1 mm: 8.906e+05 W/(m K)
wavelength cutoff, L = 1.0 mm: 8.906e+06 W/(m K)
defect free path at that cutoff, L = 1 mm: 8.21e+16 m
alpha from integrals, T = 300 K: 584.31 W/(m^(5/4) K)
alpha from integrals, T = 30 K: 584.20 W/(m^(5/4) K)
alpha from formula: 584.31 W/(m^(5/4) K)
subtracted constant kappa_D = 3.166 W/(m K)
sharp switch / added rates, coefficient ratio: 1.2004
columns: L (m); w_c (rad/s); kappa, formula (W/(m K)), exponent for B = 0;
         then kappa (W/(m K)) and exponent with B
1e-07; 1.495e+13; 7.35, 7.22, 0.349; 7.25, 0.342
1e-06; 8.409e+12; 15.38, 15.31, 0.299; 14.77, 0.281
1e-05; 4.729e+12; 29.73, 29.69, 0.276; 26.59, 0.228
1e-04; 2.659e+12; 55.29, 55.27, 0.264; 41.60, 0.157
1e-03; 1.495e+12; 100.75, 100.74, 0.258; 54.64, 0.082
1e-02; 8.409e+11; 181.62, 181.61, 0.254; 61.91, 0.033
crossover length L* = 200.0 um
exponent at L*: full range 0.1250, Debye model 0.1335
bulk with B: Debye model 66.36, full-range formula 69.49 W/(m K)
A doubled, boundary regime (L = 1 m): factor 0.5951, law 0.5946
A doubled, bulk with B: factor 0.7168, law 0.7071
L = 1 mm, B = 0, modes below w_D/10: 0.10 % of modes, 75.4 % of heat
temperature hbar w_c/kB at L = 1 mm: 11.42 K
L = 1 mm, T = 0.1 K: integral 1.6308e-03, cold formula 1.6308e-03 W/(m K)
all good
```
